\section*{Non-integer topological charge of a skyrmion in a finite nanodisk}

\section{Definitions and conventions}

A magnetic disk of radius $R$ and thickness $t$ lies in the $xy$ plane. Its magnetization direction $\mathbf m$ is a unit vector, uniform through the thickness. The topological charge is
\begin{equation}
Q=\frac1{4\pi}\int_{r<R}\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\mathbf m)\,dx\,dy .
\label{Q}
\end{equation}
The integrand is the signed area swept on the unit sphere of spin directions per unit area of the disk, so $4\pi Q$ is the total signed solid angle covered by $\mathbf m$.

In polar coordinates $(r,\varphi)$ the skyrmion considered here is
\begin{equation}
\mathbf m=\sin\theta(r)\,\hat{\mathbf r}+\cos\theta(r)\,\hat{\mathbf z},\qquad \theta(0)=\pi .
\label{ansatz}
\end{equation}
The core points down. The angle $\theta$ is a continuous function and may become negative, which means that the spin tilts towards $-\hat{\mathbf r}$. Write $\theta_R=\theta(R)$, and call $1-|Q|$ the deficit.

The energy per unit volume is
\begin{equation}
w=A|\nabla\mathbf m|^2+D\,[m_z\nabla\!\cdot\mathbf m-(\mathbf m\cdot\nabla)m_z]+K(1-m_z^2),
\label{w}
\end{equation}
with exchange stiffness $A$, interfacial Dzyaloshinskii--Moriya (DMI) constant $D>0$, and $K=K_u-\tfrac12\mu_0M_s^2>0$. The last expression treats the magnetostatic energy of a thin film as a local correction to the uniaxial anisotropy $K_u$. There is no applied field, and the edge is sharp and undamaged. Two combinations recur:
\begin{equation}
\Delta=\sqrt{A/K},\qquad s=\frac{D}{2\sqrt{AK}} .
\end{equation}

The claim to be tested is that a skyrmion always has integer $Q$.

\section{A counter-example}

\subsection{Charge of the profile}

From (\ref{ansatz}), $\partial_r\mathbf m=\theta'(\cos\theta\,\hat{\mathbf r}-\sin\theta\,\hat{\mathbf z})$ and $\partial_\varphi\mathbf m=\sin\theta\,\hat{\boldsymbol\varphi}$. Since $\hat{\mathbf r}\times\hat{\boldsymbol\varphi}=\hat{\mathbf z}$ and $\hat{\mathbf z}\times\hat{\boldsymbol\varphi}=-\hat{\mathbf r}$,
\begin{equation}
\partial_r\mathbf m\times\partial_\varphi\mathbf m
=\theta'\sin\theta\,(\cos\theta\,\hat{\mathbf z}+\sin\theta\,\hat{\mathbf r})
=\theta'\sin\theta\;\mathbf m .
\end{equation}
The Cartesian cross product is $1/r$ times the polar one, and the area element is $r\,dr\,d\varphi$. The factors of $r$ cancel and the angular integral gives $2\pi$:
\begin{equation}
Q=\frac12\int_0^R\theta'\sin\theta\,dr=\frac{\cos\theta(0)-\cos\theta_R}{2}
=-\frac{1+\cos\theta_R}{2}=-\cos^2\frac{\theta_R}{2}.
\label{Qedge}
\end{equation}
Hence
\begin{equation}
1-|Q|=\sin^2(\theta_R/2).
\label{deficit}
\end{equation}
It remains to find the edge angle that the energy selects.

\subsection{Profile equation and edge condition}

The terms of (\ref{w}) become
\begin{align}
|\nabla\mathbf m|^2&=\theta'^2+\frac{\sin^2\theta}{r^2},\\
m_z\nabla\!\cdot\mathbf m&=\cos\theta\Big(\theta'\cos\theta+\frac{\sin\theta}{r}\Big),\qquad
(\mathbf m\cdot\nabla)m_z=-\theta'\sin^2\theta .
\end{align}
The two DMI parts combine to $\theta'+\sin\theta\cos\theta/r$, so
\begin{equation}
E=2\pi t\int_0^R\! r\,dr\Big[A\Big(\theta'^2+\frac{\sin^2\theta}{r^2}\Big)
+D\Big(\theta'+\frac{\sin\theta\cos\theta}{r}\Big)+K\sin^2\theta\Big].
\end{equation}
Vary $\theta\to\theta+\delta\theta$ with $\delta\theta(0)=0$ and integrate the terms in $\delta\theta'$ by parts. The end of the range leaves $2\pi tR\,[2A\theta'(R)+D]\,\delta\theta(R)$. The edge spin is free, so this must vanish by itself:
\begin{equation}
\theta'(R)=-\frac{D}{2A}.
\label{bc}
\end{equation}
The remaining integrand gives
\begin{equation}
2A(r\theta')'+D=\frac{A\sin2\theta}{r}+D\cos2\theta+Kr\sin2\theta .
\end{equation}
With $\cos2\theta-1=-2\sin^2\theta$, division by $2Ar$ yields
\begin{equation}
\theta''+\frac{\theta'}{r}=\frac{\sin2\theta}{2r^2}-\frac DA\frac{\sin^2\theta}{r}+\frac{\sin2\theta}{2\Delta^2}.
\label{ode}
\end{equation}

\subsection{Edge angle of a wide disk}

Let $R$ be much larger than both $\Delta$ and the skyrmion radius. Between skyrmion and edge $\theta$ is nearly zero, yet (\ref{bc}) demands a negative slope at the rim. Near the rim the terms with $1/r$ are small. Dropping them, multiplying (\ref{ode}) by $\theta'$ and integrating outward from the region where $\theta$ and $\theta'$ vanish gives
\begin{equation}
\theta'^2=\frac{\sin^2\theta}{\Delta^2}.
\label{first}
\end{equation}
A tilt that grows outward with $\theta'<0$ has $\theta<0$: the profile falls from $\pi$, passes through zero and overshoots. Inserting (\ref{bc}),
\begin{equation}
|\sin\theta_R|=\frac{D\Delta}{2A}=s,\qquad
1-|Q|=\frac{1-\sqrt{1-s^2}}{2}.
\label{straight}
\end{equation}
This does not vanish as $R\to\infty$. A larger disk moves the deficit farther away but does not remove it. For small $D$ it is about $s^2/4=D^2/(16AK)$. The condition $|\sin\theta_R|=s$ has a second root, $|\theta_R|=\pi-\arcsin s$. By (\ref{first}) the edge layer has energy $2\sqrt{AK}(1-\cos\theta_R)+D\theta_R$ per unit area, whose second derivative $2\sqrt{AK}\cos\theta_R$ is negative at that root. It is unstable, so the root with $\cos\theta_R>0$ is the one used.

The formula applies below the critical DMI. A straight $180^\circ$ wall obeying (\ref{first}) costs $4\sqrt{AK}$ per unit area from exchange and anisotropy and gains $\pi D$, because $\theta$ changes by $-\pi$. Its energy vanishes at $D_c=4\sqrt{AK}/\pi$, where $s=2/\pi$. Above $D_c$ extra walls lower the energy of a wide disk, so the nearly uniform region assumed here is no longer favoured. At $D=D_c$ the straight-edge tilt is $39.5^\circ$ and the deficit $0.114$. What fails above $D_c$ is the nearly uniform region around a skyrmion. For the material below, with $R=50$ nm and $D=1.25D_c$, the skyrmion-free state is still a minimum against changes of $\theta(r)$, with a tilt of $52.9^\circ$ against $\arcsin s=52.7^\circ$, while the swollen skyrmion has $47.6^\circ$.

\subsection{Curvature and the tail of the skyrmion}

Let $r_0$ be the radius of the ring where $\theta=0$. Multiply the full equation (\ref{ode}) by $\theta'$, integrate from $r_0$ to $R$, drop the $1/r^2$ term, and multiply by $2\Delta^2$:
\begin{equation}
\sin^2\theta_R=s^2-\Delta^2\theta'(r_0)^2
+2\Delta^2\!\int_{r_0}^R\!\frac{\theta'^2}{r}dr
+\frac{2\Delta^2D}{A}\!\int_{r_0}^R\!\frac{\sin^2\theta\,\theta'}{r}dr .
\label{corr}
\end{equation}
The second term on the right comes from the tail of the skyrmion and lowers the tilt. In a wide disk it is exponentially small. In the integrals set $r\approx R$, $\theta=-\psi$ and, from (\ref{first}), $\psi'=\sin\psi/\Delta$. Let $\psi_R$ be the edge value. Then
\begin{align}
\int\theta'^2dr&=\int_0^{\psi_R}\!\frac{\sin\psi}{\Delta}\,d\psi=\frac{1-\cos\psi_R}{\Delta},\\
\int\sin^2\theta\,\theta'\,dr&=-\int_0^{\psi_R}\!\sin^2\psi\,d\psi=-\frac{\psi_R-\sin\psi_R\cos\psi_R}{2}.
\end{align}
Since $\Delta^2D/A=2s\Delta$, the result to first order in $\Delta/R$ is
\begin{equation}
\sin^2\theta_R\simeq s^2+\frac{2\Delta}{R}\big[1-\cos\psi-s(\psi-\sin\psi\cos\psi)\big],
\quad \psi=\arcsin s .
\label{curved}
\end{equation}
Using the straight-edge $\psi$ inside the bracket changes the result only at second order.

\subsection{Numbers}

Take $R=50$ nm, $t=0.50$ nm, $A=15$ pJ/m, $D=3.00$ mJ/m$^2$, $K_u=0.800$ MJ/m$^3$ and $M_s=600$ kA/m. Then
\begin{align}
K&=0.800-0.226=0.574\ \text{MJ/m}^3,\\
\Delta&=\sqrt{\frac{15\times10^{-12}}{0.574\times10^{6}}}\ \text{m}=5.11\ \text{nm},\qquad s=0.511 .
\end{align}
The DMI is $0.80\,D_c$. The straight-edge formula gives $\theta_R=-30.75^\circ$ and a deficit of $0.070$. For the curvature correction, $\psi=0.537$ and $\cos\psi=0.859$ make the bracket in (\ref{curved}) equal to $0.091$, and $2\Delta/R=0.2045$. Therefore
\begin{equation}
\sin^2\theta_R\simeq0.261+0.019=0.280,\qquad \theta_R\simeq-31.95^\circ .
\end{equation}
The numerical solution of (\ref{ode}) with (\ref{bc}) has $\theta_R=-31.8^\circ$, so
\begin{equation}
Q=-\frac{1+\cos31.8^\circ}{2}=-0.925,\qquad 1-|Q|=0.075 .
\end{equation}
Relative to this deficit, the straight-edge value is 6\% low and the curvature-corrected one 1\% high. Summing the solid angles of small spin triangles over the disk, without using (\ref{Qedge}), also gives $-0.925$.

The texture is a genuine skyrmion: $m_z$ changes sign at a radius of $7.7$ nm, and the state is a local energy minimum against changes of the profile $\theta(r)$. Its charge is not an integer, so the claim is false.

\subsection{Where the missing charge sits}

The ring $\theta=0$ lies at $r_0=29.8$ nm. Splitting (\ref{Qedge}) there gives
\begin{equation}
Q_{r<r_0}=\frac{-1-1}{2}=-1,\qquad
Q_{r>r_0}=\frac{1-\cos\theta_R}{2}=\sin^2\frac{\theta_R}{2}=0.075 .
\end{equation}
The core region covers the whole sphere once. The rim then sweeps a small cap around the north pole with the opposite sign, because $\theta'\sin\theta>0$ when both factors are negative. The deficit belongs to the rim, not to an incomplete skyrmion.

The same disk without a skyrmion, $\theta(0)=0$, confirms this reading. Its edge angle is again $-31.8^\circ$ and its charge is $(1-\cos\theta_R)/2=+0.075$. The charges of the two states differ by $-1.0001$; the small excess over one unit reflects a difference of $0.03^\circ$ between their edge angles. In this axisymmetric disk the skyrmion can therefore be counted by the charge inside the ring, or by the difference from the skyrmion-free state, since the edge spins nearly agree. The skyrmion state lies $0.78$ eV above the other, so it is at best metastable; only its stability against changes of $\theta(r)$ was tested. Its lifetime depends on a barrier not computed here.

\section{The correct general statement}

\textbf{Statement.} Let $\mathbf m$ be a smooth unit vector field on the disk, not necessarily axisymmetric.
\begin{enumerate}
\item Under a smooth deformation, $Q$ changes only through the motion of the edge spins.
\item If all edge spins are parallel, $Q$ is an integer.
\item For the profile (\ref{ansatz}), $Q=-\cos^2(\theta_R/2)$. It is an integer if and only if the edge spins point along $\pm\hat{\mathbf z}$, and the deficit vanishes if and only if they point along $+\hat{\mathbf z}$.
\end{enumerate}

\textbf{Proof of 1.} Let $\mathbf m$ change by $\delta\mathbf m$. The vectors $\delta\mathbf m$, $\partial_x\mathbf m$ and $\partial_y\mathbf m$ are all perpendicular to $\mathbf m$, hence coplanar, and their triple product is zero. The change of the integrand in (\ref{Q}) is therefore
\begin{equation}
\mathbf m\cdot(\partial_x\delta\mathbf m\times\partial_y\mathbf m)
+\mathbf m\cdot(\partial_x\mathbf m\times\partial_y\delta\mathbf m).
\label{dq}
\end{equation}
Compare this with
\begin{equation}
\partial_x[\mathbf m\cdot(\delta\mathbf m\times\partial_y\mathbf m)]
-\partial_y[\mathbf m\cdot(\delta\mathbf m\times\partial_x\mathbf m)] .
\end{equation}
On expansion, the terms where the derivative acts on the leading $\mathbf m$ vanish by coplanarity, the two terms with $\partial_x\partial_y\mathbf m$ cancel, and (\ref{dq}) remains. The divergence theorem turns the area integral into one along the edge, taken anticlockwise with arc length $\ell$:
\begin{equation}
4\pi\,\delta Q=\oint\mathbf m\cdot(\delta\mathbf m\times\partial_\ell\mathbf m)\,d\ell .
\label{edgeflow}
\end{equation}
If the edge spins do not move, $\delta Q=0$.

\textbf{Proof of 2.} If all edge spins are parallel, the edge can be shrunk to one point without making $\mathbf m$ discontinuous. The disk becomes a closed sphere mapped to the sphere of directions. For a generic direction, count the points where $\mathbf m$ takes that value, with the sign of the local swept area. As the direction is varied, such points on a closed surface appear and disappear in pairs of opposite sign, so the count $N$ is the same for all generic directions. The swept area is $4\pi N$, and $Q=N$.

\textbf{Proof of 3.} This is (\ref{Qedge}): $Q=0$ requires $\cos\theta_R=-1$, $Q=-1$ requires $\cos\theta_R=1$, and other edge angles give values between. $\square$

An edge whose spins are not parallel, such as the cone of tilted spins in the example, breaks the pairing argument in part 2, since a point can leave through the boundary singly. An integer is then no longer guaranteed, though it can still occur, for instance when the edge spins retrace an arc that encloses no solid angle. For an axisymmetric change, $\delta\mathbf m$ has length $\delta\theta$ along the direction of increasing $\theta$ and $\partial_\ell\mathbf m=(\sin\theta_R/R)\hat{\boldsymbol\varphi}$, so (\ref{edgeflow}) gives $\delta Q=\tfrac12\sin\theta_R\,\delta\theta_R$, the differential of (\ref{Qedge}).

Part 1 can be seen in the example. The interior pattern was displaced by up to $0.3R$ and its spins were turned by up to 1 rad about the $x$ axis, both fading to zero at the rim. The charge stayed at $-0.92504$. What survives in a finite disk is this invariance at fixed edge spins, not the integer value. Because real edge spins can move, a skyrmion can leave through the edge while $Q$ changes continuously.

The edge condition (\ref{bc}) fixes a slope, not an angle. It does not forbid an accidental integer: if the ring $\theta=0$ falls at $r=R$, the deficit vanishes although $D\neq0$. For the material above such a solution exists at $R\approx8.9$ nm, but it is a saddle of the energy against changes of $\theta(r)$, not a minimum. The wide-disk result (\ref{straight}) excludes this when the skyrmion tail is negligible at the rim.

\section{Dependence on material and size}

With the other parameters fixed and $R=50$ nm, the charge is $-0.940$ at $D=2.7$ mJ/m$^2$, $-0.925$ at $3.0$ and $-0.909$ at $3.3$. It follows the material continuously.

With $D=3.0$ mJ/m$^2$ and the radius changed, the edge angle is $-29.9^\circ$ at 25 nm, $-31.8^\circ$ at 50 nm and $-31.3^\circ$ at 100 nm. The trend is not monotonic. From 100 to 50 nm the tilt grows, as (\ref{curved}) predicts. At 25 nm it drops below the straight-edge value of $30.75^\circ$. The skyrmion tail causes this: the same disk without a skyrmion has an edge angle of $-32.4^\circ$, against $-29.9^\circ$ with it. The first-order estimate fails at this radius. In (\ref{corr}) the tail term is $-0.063$, the two integrals give $+0.063$ rather than the $+0.037$ of (\ref{curved}), and the dropped $1/r^2$ term is $-0.013$; together they take $s^2=0.261$ to $\sin^2\theta_R=0.249$. The skyrmion itself shrinks there, to a radius of $5.4$ nm.

\section{Comparison with real disks}

The parameters have the orders of magnitude found in ultrathin cobalt films on platinum; they do not describe a particular sample. Since $K=K_u-\tfrac12\mu_0M_s^2$ is a difference, orders of magnitude do not fix the regime. With $M_s=1.1$ MA/m, nearer to cobalt, and the same $K_u$, $K$ falls to $0.04$ MJ/m$^3$ and $D\approx3D_c$, outside the range of (\ref{straight}); $K_u=1.3$ MJ/m$^3$ restores $D=0.83\,D_c$. Halving $D$ reduces the deficit roughly fourfold, but the skyrmion radius then falls to about $1.2$ nm, where a continuum description of the core is doubtful. Real disks break the assumption of local magnetostatics: the full dipolar energy of the slab lowers the tilt to $30.6^\circ$ and the deficit from $0.075$ to $0.070$, and the skyrmion radius becomes $7.8$ nm. At 300 K the azimuthally uniform edge angle fluctuates by $4.2^\circ$ rms, and this mode alone moves $Q$ by $0.019$, a quarter of the deficit. Edge modes varying as $\cos n\varphi$ with $n\ge1$ average out of (\ref{edgeflow}) to first order; their second-order effect is nevertheless larger. A classical harmonic estimate gives an rms $Q$ of about $0.055$ with modes up to $n=10$, and it keeps growing as shorter modes are added, so the instantaneous charge at 300 K fluctuates by an amount comparable to the deficit. In the zero-temperature profile, spins $0.25$ nm apart differ by at most $3.6^\circ$, which supports the continuum description of that profile; thermal disorder at 300 K is much larger at this spacing, about $30^\circ$ rms in a classical harmonic estimate. Patterning can also damage the rim and alter $D$ and $K$ locally. The scan above shows the effect of a 10\% change of $D$ over the whole disk, about $0.015$ in $Q$, but not that of a damaged strip. The numerical output lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
exchange stiffness A = 15.0 pJ/m
DMI constant D = 3.00 mJ/m^2
uniaxial anisotropy K_u = 0.800 MJ/m^3
saturation magnetization M_s = 600 kA/m
thickness t = 0.50 nm, disk radius R = 50.0 nm
magnetostatic term mu0 Ms^2/2 = 0.2262 MJ/m^3
effective anisotropy K = 0.5738 MJ/m^3
wall width Delta = 5.113 nm, R/Delta = 9.779
critical DMI D_c = 3.735 mJ/m^2, D/D_c = 0.803
s = D/(2 sqrt(AK)) = 0.5113
edge slope -D/(2A) = -5.730 deg/nm
edge angle, straight-edge formula = -30.75 deg
deficit, straight-edge formula = 0.0703
edge angle, curvature-corrected = -31.95 deg
deficit, curvature-corrected = 0.0757
edge angle, full profile = -31.78 deg
charge Q from edge angle = -0.92503
charge Q from spin triangles = -0.92504
deficit 1-|Q| = 0.07497
charge Q, interior displaced and twisted = -0.92504
skyrmion radius (m_z = 0) = 7.71 nm
radius of ring theta = 0: 29.83 nm
charge inside ring = -1.00000, in outer rim = 0.07497
no-skyrmion state: edge angle = -31.81 deg
no-skyrmion state: Q = 0.07509
Q(skyrmion) - Q(no skyrmion) = -1.00013
energy above no-skyrmion state = 0.777 eV
at D = D_c, straight edge: tilt = 39.54 deg, deficit = 0.1144
D = 2.7 mJ/m^2, R = 50 nm: edge -28.41 deg, Q = -0.9398, skyrmion radius 5.43 nm
D = 3.3 mJ/m^2, R = 50 nm: edge -35.21 deg, Q = -0.9085, skyrmion radius 11.23 nm
D = 3.0 mJ/m^2, R = 25 nm: edge -29.91 deg, Q = -0.9334, skyrmion radius 5.38 nm
D = 3.0 mJ/m^2, R = 100 nm: edge -31.32 deg, Q = -0.9271, skyrmion radius 7.76 nm
uniform disk 1-N_z: wave-number sum 0.01958, real space 0.01969
with nonlocal magnetostatics: edge = -30.62 deg
with nonlocal magnetostatics: deficit = 0.0697
with nonlocal magnetostatics: radius = 7.80 nm
thermal energy at 300 K = 0.0259 eV
rms thermal swing of uniform edge angle = 4.20 deg
rms thermal swing of Q, first order = 0.0193
largest angle between spins 0.25 nm apart = 3.55 deg
\end{verbatim}
